# Thinner buried oxide and the self-heating of a narrow channel

## The problem

A transistor is built in a silicon film of thickness $s=50$ nm and width $W=1000$ nm. Beneath the film lies a buried oxide of thickness $b$, and beneath that a silicon substrate held at a fixed temperature. The current heats a channel of length $c=40$ nm. On each side of the channel the same film continues as an unheated extension of length $\ell=2000$ nm.

The thermal conductivities are $k=50$ W/(m K) for the film and $k_o=1.4$ W/(m K) for the oxide. The thermal resistance $R$ is the steady temperature rise at the middle of the channel, measured from the substrate, divided by the heating power $P$.

The buried oxide is thinned from 100 nm to 25 nm, with everything else held fixed, including the power $P=0.5$ mW. By what factor does $R$ change?

## A tempting solution

Heat must cross the oxide to reach the substrate. A layer of thickness $b$, conductivity $k_o$ and area $A$ has the resistance

$$R=\frac{b}{k_oA}.$$

The heated area is $A=Wc$, which does not depend on the oxide. So $R$ is proportional to $b$, and an oxide four times thinner gives a resistance four times smaller.

For the 100 nm oxide, $b/k_o=71.43\times10^{-9}$ m² K/W and $Wc=0.040\times10^{-12}$ m², so this solution predicts about $1.8\times10^{6}$ K/W, or 1800 K/mW. At 0.5 mW the channel would be some 900 K hotter than the substrate. That is a warning that the area is far too small.

One might repair the number by choosing a larger area $A$ that gives a sensible $R$ at 100 nm, and then keep that area for the thinner oxide. The predicted factor would still be one quarter.

## Where the fault lies

The formula for a flat layer is sound. The fault is the assumption that heat crosses the same area of oxide before and after thinning.

Silicon conducts much better than oxide, so heat runs sideways along the film and leaks down through the oxide as it goes. How far it runs depends on how easily it can leak. A thinner oxide lets it escape sooner, and the cooled area shrinks. This area has to be calculated, not assumed.

## The right solution

### Heat balance in an extension

Let $x$ be the distance from the channel along one extension and $\theta(x)$ the temperature rise of the film above the substrate. Three assumptions make this a one-dimensional problem.

- The temperature is uniform through the film's thickness. Away from the source this needs $s/k\ll b/k_o$; at a channel shorter than the film is thick, it also needs the heat to be generated evenly through the thickness. Here $s/k=1\times10^{-9}$ m² K/W, against $71.43\times10^{-9}$ and $17.86\times10^{-9}$ for the two oxides.
- Heat in the oxide flows straight down. Sideways conduction in the oxide is small if $k_ob\ll ks$. For the thicker oxide the two products are $140\times10^{-9}$ and $2500\times10^{-9}$ W/K.
- The temperature is uniform across the width, and no heat leaves through the top or the side edges.

The heat current along the film, positive away from the channel, is

$$I(x)=-k\,sW\,\frac{d\theta}{dx}.$$

A slice of length $dx$ loses the heat $k_o(\theta/b)\,W\,dx$ through the oxide below it. In the steady state this equals what enters the slice minus what leaves it along the film:

$$I(x)-I(x+dx)=\frac{k_o}{b}\,\theta\,W\,dx .$$

The left side is $-(dI/dx)\,dx=ksW\,\theta''\,dx$. Dividing by $W\,dx$ gives

$$ks\,\theta''=\frac{k_o}{b}\,\theta,
\qquad\text{or}\qquad
\theta''=\frac{\theta}{L^2},\qquad L=\sqrt{\frac{ks\,b}{k_o}} .$$

The length $L$ is the healing length, the distance over which the temperature rise falls by a factor $e$ in a long extension. For the two oxides it is

$$L_1=\sqrt{\frac{50\times 50\ \text{nm}\times100\ \text{nm}}{1.4}}=422.6\ \text{nm},\qquad L_2=211.3\ \text{nm},$$

where the subscripts 1 and 2 denote the 100 nm and 25 nm oxides. The channel is much shorter than either length. The extensions are 4.73 and 9.47 healing lengths long.

### The limit of a narrow channel and long extensions

The general solution is $\theta=Ae^{-x/L}+Be^{x/L}$. In a very long extension the growing term must vanish, since the rise has to die out far from the source. So $\theta=\theta_0e^{-x/L}$, where $\theta_0$ is the rise at the channel.

Treat the channel as a point. By symmetry half the power enters each extension:

$$\frac P2=I(0)=\frac{ksW\,\theta_0}{L}.$$

Solving for $\theta_0/P$, and then inserting $L$, gives

$$R_0=\frac{\theta_0}{P}=\frac{L}{2ksW}=\frac{1}{2W}\sqrt{\frac{b}{k_o\,ks}} .$$

The resistance varies as the square root of the oxide thickness. Therefore

$$\frac{R_0(25\ \text{nm})}{R_0(100\ \text{nm})}=\sqrt{\frac{25}{100}}=\frac12 .$$

Thinning the oxide fourfold only halves the thermal resistance in this limit. The values are 84.5 K/mW and 42.3 K/mW, and at 0.5 mW the rises are 42.3 K and 21.1 K.

### What happened to the other factor of two

The definition of $L$ gives $ks=k_oL^2/b$. Putting this into $R_0=L/(2ksW)$ yields

$$R_0=\frac{b/k_o}{2LW}.$$

This is the flat-layer formula again, now with the area $2LW$: one healing length on each side of the channel. For the two oxides,

$$R_0(100\ \text{nm})=\frac{71.43\times10^{-9}\ \text{m}^2\text{K/W}}{0.845\times10^{-12}\ \text{m}^2},\qquad
R_0(25\ \text{nm})=\frac{17.86\times10^{-9}\ \text{m}^2\text{K/W}}{0.423\times10^{-12}\ \text{m}^2}.$$

The numerator falls to a quarter, as the tempting solution says. The denominator falls to a half, which that solution misses. The quotient falls to a half.

## A channel of finite length

The channel is short but not a point. Spread the power evenly over $|x|<c/2$, with $x$ now measured from the middle of the channel. The heat balance there gains a source:

$$ks\,\theta''-\frac{k_o}{b}\theta+\frac{P}{Wc}=0 .$$

A constant solution is $\theta_p=Pb/(k_oWc)$, the answer of the tempting solution. Adding the symmetric solution of the equation without source gives $\theta=\theta_p+C\cosh(x/L)$ in the channel. In the right-hand extension, $\theta=De^{-(x-c/2)/L}$.

Temperature and heat current are continuous at $x=c/2$. With $a=c/(2L)$ these two conditions read

$$\theta_p+C\cosh a=D,\qquad C\sinh a=-D .$$

Adding them gives $\theta_p+Ce^{a}=0$, because $\cosh a+\sinh a=e^a$. Hence $C=-\theta_pe^{-a}$ and $D=\theta_pe^{-a}\sinh a$. The rise at the middle is $\theta_p+C$, so

$$R=\frac{b}{k_oWc}\left(1-e^{-a}\right)=R_0\,\frac{1-e^{-a}}{a}.$$

The second form follows from $b/k_o=L^2/(ks)$ and $c=2aL$.

The share of the power that enters the two extensions is

$$\frac{2ksWD}{LP}=\frac{2ks\,b}{k_oLc}\,e^{-a}\sinh a=\frac{e^{-a}\sinh a}{a},$$

since $ks\,b/k_o=L^2$ and $2L/c=1/a$. It is 95.4 % for the thick oxide and 91.1 % for the thin one. Less than a tenth of the heat goes straight down beneath the channel, which is the path the tempting solution assigned to all of it.

The ratio takes a simple form. Since $L_2=L_1/2$, we have $a_2=2a_1$, and

$$\frac{R(25\ \text{nm})}{R(100\ \text{nm})}=\frac14\,\frac{1-e^{-2a_1}}{1-e^{-a_1}}=\frac{1+e^{-a_1}}{4}.$$

The last step uses $1-e^{-2a_1}=(1-e^{-a_1})(1+e^{-a_1})$. As $a_1\to0$ the ratio tends to 1/2. As $a_1\to\infty$ it tends to 1/4: a channel much longer than the healing length cools through the oxide under its own fixed area, and the tempting solution becomes correct.

For the 40 nm channel, $a_1=20/422.6=0.0473$ and the ratio is 0.488. The resistances are 82.5 and 40.3 K/mW. A separate numerical solution of the heat balance gives 0.4997 for a source 1 nm long and 0.2500 for a channel of 20 µm, in agreement with the formula.

The first two assumptions can be examined by solving for heat flow in the whole cross-section of film and oxide. With the heat generated evenly through the film's thickness and the temperature averaged over that thickness, this gives 82.1 and 40.6 K/mW, within 1 % of the one-dimensional values, and a ratio of 0.495. In a transistor the heat is generated near the top face of the film. If the source lies on that face, the heat must first spread downward, which adds about 7 K/mW for either oxide: the rise at the surface is then 89 and 48 K/mW, a ratio of 0.54.

## Why the extensions must be long

Take a point source again, but let each extension end at $x=\ell$.

If the end is insulated, $\theta'(\ell)=0$ and the solution is

$$\theta=\theta_0\frac{\cosh[(\ell-x)/L]}{\cosh(\ell/L)},\qquad -\theta'(0)=\frac{\theta_0}{L}\tanh\frac{\ell}{L}.$$

If the end is held at the substrate temperature, $\theta(\ell)=0$, the hyperbolic cosines become sines, and $-\theta'(0)=(\theta_0/L)\coth(\ell/L)$. Setting $P/2=-ksW\theta'(0)$ in each case gives

$$R_{\text{insulated}}=R_0\coth\frac{\ell}{L},\qquad R_{\text{cold}}=R_0\tanh\frac{\ell}{L}.$$

Let $t=\tanh(\ell/L_1)$. Because $\ell/L_2=2\ell/L_1$, the identity $\tanh2u=2\tanh u/(1+\tanh^2u)$ turns the two ratios into

$$\left.\frac{R(25\ \text{nm})}{R(100\ \text{nm})}\right|_{\text{insulated}}=\frac{1+t^2}{4},\qquad
\left.\frac{R(25\ \text{nm})}{R(100\ \text{nm})}\right|_{\text{cold}}=\frac{1}{1+t^2}.$$

For long extensions $t\to1$, and both ratios become 1/2. The far end no longer matters. With $\ell=2000$ nm they are 0.4999 and 0.5001.

For short extensions $t\to0$, and the two cases part. A short insulated film is nearly uniform in temperature and cools through its whole fixed area, so the ratio tends to 1/4. A short film with cold ends sends its heat along the silicon into those ends, so the oxide hardly matters and the ratio tends to 1. With $\ell=100$ nm the ratios are already 0.26 and 0.95.

## What the model leaves out

Each effect below is added alone to the point-source model with long extensions, whose ratio is 1/2. The input values are rough.

**Interfaces.** Suppose the two faces of the oxide together add a resistance of $5\times10^{-9}$ m² K/W. Multiplied by $k_o$, this equals 7 nm of extra oxide, which thinning does not remove. The ratio becomes $\sqrt{32/107}=0.547$.

**Top side.** Let 500 nm of oxide separate the film from metal at the substrate temperature. If heat crosses this oxide straight up, the conductances per area add, and $1/b$ is replaced by $1/b+1/(500\ \text{nm})$. The ratio becomes $\sqrt{0.012/0.042}=0.535$. In so thick an oxide heat also spreads sideways, which increases this loss and raises the ratio further. The gate, which lies much closer above the channel and can also carry heat away, is not included.

**Side edges.** Heat also leaves through oxide beside the film. A numerical solution for a film at uniform temperature gives an extra loss width per edge of 83.7 nm for the thick oxide and 33.0 nm for the thin one. Both values rise by about 0.3 % in the limit of a fine mesh, which does not change the ratio below. The loss per length grows by the factors 1.167 and 1.066, and $R$ varies as its inverse square root. The ratio becomes $\tfrac12\sqrt{1.167/1.066}=0.523$. This estimate keeps the temperature uniform across the width. In fact the film is cooler near its edges, and since the width exceeds both healing lengths, the middle of the channel is cooled less than the estimate implies.

**Ballistic phonons.** Near a small source, heat carriers do not scatter often enough for simple diffusion. The extra temperature rise is not derived here. To see its possible size, add one mean free path, taken as 50 nm, to the healing length in $R_0=L/(2ksW)$. The ratio becomes $261.3/472.6=0.553$. Adding half that length would give 0.528.

**Substrate heating.** Let the substrate surface have a rise $u(x)$. The film then obeys $\theta-L^2\theta''=u$ away from the source. A unit point source on the right of this equation produces $p(x)=e^{-|x|/L}/(2L)$, so $u$ raises the channel by $\int p(x)\,u(x)\,dx$. To first order the heat entering the substrate is spread along $x$ with the same weight $p$, and therefore

$$\Delta R=\iint p(x)\,p(x')\,K(x-x')\,dx\,dx'.$$

Here $K$ is the surface response $1/(2\pi k_{\text{sub}}r)$ of a deep substrate at distance $r$, averaged over the width for both source and response. With $k_{\text{sub}}=140$ W/(m K), $\Delta R$ is 2.5 K/mW for the thick oxide and 3.6 K/mW for the thin one. These are averages over the width, and the addition at the middle of the channel is somewhat larger. The addition grows on thinning because the heat enters through a smaller footprint. The ratio becomes $45.9/87.1=0.527$.

**Conductivity that falls with temperature.** Let $q=-sk\theta'$ be the heat current per width, so that $q'=-k_o\theta/b$. Multiplying the two equations gives $qq'=(k_os/b)\,k\theta\,\theta'$. Integrating from the cold far end to the channel, where $q=P/(2W)$, gives

$$\left(\frac{P}{2W}\right)^2=\frac{2k_os}{b}\int_0^{\theta_0}k(\theta)\,\theta\,d\theta .$$

Let $k$ fall as $T^{-1.3}$ from its value at 300 K, a bulk-like dependence that is probably too strong for a thin film. With the substrate at 300 K the rises are 44.9 K and 21.8 K, with ratio 0.485. The hotter channel loses more conductivity, so thinning helps slightly more. With the substrate at 360 K the rises are 50.4 K and 24.5 K, and their ratio is 0.486.

Taking the first five effects together with the finite channel, at constant $k$, gives 85 K/mW and 57 K/mW, a ratio of 0.66. At 100 nm the added resistances and added escape paths nearly cancel. At 25 nm the added resistances prevail. This is an estimate: it sends all the heat into the substrate although some leaves through the top, and it uses edge widths found without interface resistance. Of each value, 10 K/mW is the ballistic term, which was not derived; without it the estimate is 75 and 47 K/mW, a ratio of 0.62. Heat generated at the top face of the film instead of through its thickness would raise the ratio from 0.66 to about 0.7. On these inputs, thinning removes roughly 30 to 40 % of the thermal resistance, not a half.

## Beside a real transistor

The film, the 100 nm oxide and the power are rough values for partially depleted silicon-on-insulator logic. The 2000 nm extensions are not typical: compact logic has metal contacts much closer to the channel, and these carry heat away. This can change the ratio strongly. The cold-end case with $\ell=100$ nm moves the ratio for a point source from 0.50 to 0.95, if the contacts stay at the substrate temperature. Real contacts warm up, so that figure describes an idealized case.

The comparison also holds the film fixed. Transistors with a buried oxide near 25 nm often have a much thinner film, roughly 10 nm or less. Since $R_0\propto1/\sqrt{ks}$, reducing $s$ from 50 to 10 nm at the same $k$ raises $R_0$ by $\sqrt5=2.24$, from 42 to about 94 K/mW. The healing length is then only about 94 nm, so the length of the channel matters more. For the 40 nm channel the finite-length formula gives 85 K/mW, against 82.5 K/mW for the original device with the thick oxide. In this model, where the extensions are as thin as the channel, the thinner film cancels the gain from the thinner oxide. Such transistors usually have thickened source and drain regions: if the film is 20 or 30 nm thick beyond 30 nm from the middle, the same $k$ gives 69 or 62 K/mW, and part of the gain remains. A thinner film usually also has a lower $k$, which raises $R_0$ further. The factor of one half therefore describes, within the simple model, a change of oxide thickness alone, for a short channel and long extensions, and not a change from one transistor design to another.

The computed values are collected in the numerical output below.

## Computed values

```
film: 50 nm thick, k = 50 W/(m K)
oxide k = 1.4, substrate k = 140 W/(m K)
width 1000 nm, channel 40 nm
each extension 2000 nm, power 0.5 mW
--- buried oxide 100 nm ---
healing length: 422.6 nm
extension/healing length: 4.73
oxide resistance per area: 71.43 1e-9 m^2 K/W
cooled footprint 2*L*width: 0.845 um^2
R, narrow-channel limit: 84.52 K/mW
rise, narrow-channel limit: 42.26 K
R, finite channel: 82.55 K/mW
heat share entering extensions: 95.4 %
R, 2D cross-section: 82.06 K/mW
extra loss width per side edge: 83.7 nm
substrate addition to R: 2.54 K/mW
rise with k_si(T), 300 K substrate: 44.92 K
rise with k_si(T), 360 K substrate: 50.38 K
R, main corrections together: 85.15 K/mW
--- buried oxide 25 nm ---
healing length: 211.3 nm
extension/healing length: 9.47
oxide resistance per area: 17.86 1e-9 m^2 K/W
cooled footprint 2*L*width: 0.423 um^2
R, narrow-channel limit: 42.26 K/mW
rise, narrow-channel limit: 21.13 K
R, finite channel: 40.32 K/mW
heat share entering extensions: 91.1 %
R, 2D cross-section: 40.62 K/mW
extra loss width per side edge: 33.0 nm
substrate addition to R: 3.64 K/mW
rise with k_si(T), 300 K substrate: 21.78 K
rise with k_si(T), 360 K substrate: 24.48 K
R, main corrections together: 56.57 K/mW
--- ratio R(25 nm)/R(100 nm), no unit ---
closed formula, ideal limit: 0.5000
numerical fin, 1 nm source: 0.4997
finite channel: 0.4884
2D cross-section: 0.4951
20 um channel (wide limit): 0.2500
2000 nm extensions, insulated ends: 0.4999
2000 nm extensions, cold ends: 0.5001
100 nm extensions, insulated ends: 0.2635
100 nm extensions, cold ends: 0.9488
interfaces (5e-9 m^2 K/W = 7.0 nm oxide): 0.547
top path (500 nm oxide): 0.535
side edges: 0.523
ballistic estimate (50 nm path): 0.553
substrate heating: 0.527
k_si as T^-1.3, 300 K substrate: 0.485
main corrections together, constant k: 0.664
```
